# Shubnikov-de Haas period of a silicon inversion layer with fourfold degeneracy

## Question

I am stuck on an exercise about electrons in an inversion layer on the (100) face of silicon. The density is $10^{12}\ \mathrm{cm^{-2}}$, the spin-valley degeneracy is fourfold, and I have to find the period of the Shubnikov-de Haas oscillations in $1/B$. The answer is supposed to be near 0.097 per tesla.

I said that a Landau level takes two electrons per flux quantum, one for each spin, and got half of that. I also don't see why the effective mass is not given, since it sets the level spacing. And if the field is strong enough to separate the spins, is the answer still the same?

## Answer

Your factor of two is the valley degeneracy. Each orbital Landau state on this surface comes in four copies, two spins times two valleys, and while those copies are not resolved they fill together. The mass drops out because it changes the energies of the levels but not the number of electrons they hold. The answer does change once the spins are resolved.

I assume one occupied subband, a fixed density $n$, and a field $B$ perpendicular to the layer. The algebra is in atomic units, $\hbar=e=m_e=1$, with the SI form of the magnetic field, so $h=2\pi$ and $m$ is the mass in electron masses.

### How many electrons fit in a level

Take the vector potential $\mathbf A=(0,Bx)$. The electron has charge $-1$, so its Hamiltonian is

$$H=\frac{p_x^2}{2m}+\frac{(p_y+Bx)^2}{2m}.$$

Since $y$ does not appear, $p_y$ is a constant $k_y$. With $x_0=-k_y/B$ the second term becomes $B^2(x-x_0)^2/(2m)$. This is a harmonic oscillator with $m\omega_c^2=B^2/m$, hence

$$E_l=\left(l+\tfrac12\right)\omega_c,\qquad \omega_c=\frac{B}{m},\qquad l=0,1,2,\dots$$

The energy does not depend on $k_y$, so the degeneracy is the number of allowed $k_y$. In a sample of sides $L_x,L_y$, periodic in $y$, these are spaced by $2\pi/L_y$. The centre $x_0$ must lie inside the sample, so $k_y$ covers a range $BL_x$. The number of states is $BL_x/(2\pi/L_y)=BL_xL_y/(2\pi)$, or per area

$$n_B=\frac{B}{2\pi}.$$

That is one state per flux quantum for each spin and valley, with no mass in it. If the masses along $x$ and $y$ differ, the oscillator condition is $m_x\omega_c^2=B^2/m_y$. Then $\omega_c=B/\sqrt{m_xm_y}$, while the counting of $k_y$ is unchanged.

This can be tested without the continuum solution by diagonalizing a lattice electron on a torus of $28\times28$ sites. With 7 flux quanta through it, each of the two lowest levels contains 7 states; with 9 quanta, 9 states. With 7 quanta and hopping twice as strong along one axis, the count is again 7. The level spacings are 0.98 to 0.99 of the continuum value. They fall short because the lattice band, proportional to $1-\cos k$, lies below its parabola $k^2/2$, and this lowers the higher level more.

### The period

With degeneracy $g$, exactly $j$ levels are full at the field $B_j$ for which

$$n=j\,g\,\frac{B_j}{2\pi}\quad\Longrightarrow\quad \frac1{B_j}=j\,\frac{g}{2\pi n}.$$

Subtracting the values for $j$ and $j+1$ gives

$$\Delta\!\left(\frac1B\right)=\frac{g}{2\pi n}=\frac{g\,e}{h\,n},$$

where the last form is in SI units, since $e/h$ is $1/(2\pi)$ in atomic units. With $n=10^{16}\ \mathrm{m^{-2}}$ and $g=4$,

$$\Delta\!\left(\frac1B\right)=\frac{4\times2.418\times10^{14}}{10^{16}}\ \mathrm{T^{-1}}=0.0967\ \mathrm{T^{-1}}.$$

In atomic units this is 22734. Dividing by the atomic unit of field, $2.3505\times10^5$ T, gives the same 0.0967 per tesla. Your count, $g=2$, gives 0.0484. Used in reverse, it would turn a measured period of 0.0967 per tesla into a density of $5\times10^{11}\ \mathrm{cm^{-2}}$, half the true one.

### The same result from the Fermi energy

At zero field the electrons fill a disc of radius $k_F$. For a sample of unit area, each allowed wave vector occupies an area $(2\pi)^2$ in the plane of wave vectors, so

$$n=g\,\frac{\pi k_F^2}{(2\pi)^2}\quad\Longrightarrow\quad k_F^2=\frac{4\pi n}{g},\qquad E_F=\frac{k_F^2}{2m}=\frac{2\pi n}{gm}.$$

The oscillation repeats when $E_F/\omega_c=mE_F/B$ grows by one. The period is therefore $1/(mE_F)=g/(2\pi n)$, as before. A heavier mass brings the levels closer together and lowers $E_F$ by the same factor, at fixed density.

For $m=0.19$ one finds $k_F=0.177\ \mathrm{nm^{-1}}$ and $E_F=0.00630$ eV. Counting plane waves one by one in a periodic box of side 2000 nm gives the same $E_F$ to these digits, and from it a period of 0.0968 per tesla.

### Why the conductivity is lowest at full levels

Disorder broadens the levels. Let $r$ be the density of states at the chemical potential $\mu$, divided by its zero-field value $\rho_0$. For short-range scatterers the golden rule makes the scattering rate proportional to the density of final states, so the zero-field time $\tau$ becomes $\tau/r$. The conductivity is the density of states times the diffusion constant. With Fermi velocity $v$,

$$\sigma_{xx}=\rho_0r\;\frac{v^2}{2}\,\frac{\tau/r}{1+\omega_c^2\tau^2/r^2}=\frac{\rho_0v^2\tau}{2}\,\frac{r^2}{r^2+\omega_c^2\tau^2}.$$

At fixed $\omega_c\tau$ this increases with $r$, so a minimum of $r$ gives a minimum of $\sigma_{xx}$. For $\omega_c\tau\gg r$ it is proportional to $r^2$.

When $j$ levels are exactly full, $\mu$ lies midway between two levels. Far above the bottom of the ladder the broadened levels are symmetric about that point, so the electrons thermally excited above it match the holes left below. Between well-separated levels, or when the first harmonic dominates, $r$ is smallest there. This argument belongs to low fields; it does not describe localization and the quantum Hall plateaus.

### What makes the oscillation visible

Write $\epsilon=E/\omega_c$ and let $p(u)$ be the normalized level shape in this variable. Far from the bottom, $r(\epsilon)=\sum_l p(\epsilon-l-\tfrac12)$ has period one. Its Fourier coefficient number $s$ is an integral over one period, and the sum over $l$ joins these pieces into an integral over the whole line:

$$c_s=\int_{-\infty}^{\infty}p(u)\,e^{-2\pi is(u+1/2)}\,du=(-1)^s\int_{-\infty}^{\infty}p(u)\cos(2\pi su)\,du .$$

The last step uses a symmetric $p$. A level of lifetime $\tau$ is a Lorentzian of half-width $1/(2\tau)$ in energy, or $1/(2\omega_c\tau)$ in $u$. Its Fourier transform is an exponential, so the first harmonic is

$$r\simeq1-2R_D\cos\frac{2\pi E}{\omega_c},\qquad R_D=e^{-\pi/(\omega_c\tau)} .$$

Temperature averages this over $-\partial f/\partial E$. With $u=(E-\mu)/(k_BT)$ and $a=2\pi k_BT/\omega_c$, the cosine is multiplied by

$$I=\int_{-\infty}^{\infty}\frac{e^{iau}}{4\cosh^2(u/2)}\,du .$$

Moving the contour up by $2\pi i$ leaves the denominator unchanged and multiplies the integral by $e^{-2\pi a}$. The difference comes from the pole at $u=i\pi$. Near it, with $u=i\pi+w$, the integrand is $-e^{-\pi a}e^{iaw}/w^2$ plus regular terms, so the residue is $-ia\,e^{-\pi a}$. Thus

$$I\left(1-e^{-2\pi a}\right)=2\pi a\,e^{-\pi a}\quad\Longrightarrow\quad I=\frac{\pi a}{\sinh\pi a}=\frac{X}{\sinh X},\qquad X=\frac{2\pi^2k_BT}{\omega_c}.$$

Finally, a splitting $\delta$ moves half the levels up by $\delta/2$ and half down. Averaging the two phase factors $e^{\mp i\pi\delta/\omega_c}$ gives $\cos(\pi\delta/\omega_c)$. Spin and valley each contribute such a factor.

Now take a mobility of $10^4\ \mathrm{cm^2/Vs}$ and a temperature of 1.5 K. The scattering time is 1.08 ps. At 2 T the cyclotron energy is 0.00122 eV and $\omega_c\tau=2.0$. The factors at this field are:

- disorder: $e^{-\pi/2}=0.208$;
- temperature: 0.524;
- spin: for $g$-factor 2 the Zeeman energy is $B$ in atomic units, so its ratio to $\omega_c$ is $m=0.19$, and $\cos(0.19\pi)=0.827$;
- valley: for a splitting of 0.00015 eV, 0.926.

The first harmonic of the thermally averaged density of states has relative amplitude $2\times0.208\times0.524\times0.827\times0.926=0.17$. At 4.2 K, all else fixed, the thermal factor falls to 0.033 and the amplitude to about 0.01. At 300 K, $k_BT=0.026$ eV is about four times the Fermi energy. The electrons then have no sharp Fermi edge and there is nothing to observe; the value of about $10^{-179}$ that the formula gives there lies outside its range. None of these factors enters the period.

The valley splitting here is independent of field, so its cosine can vanish. This first happens, coming down from high field, when $\omega_c$ equals twice the splitting, at 0.49 T. Above that field the factor stays positive, and the minima keep their places except very close to 0.49 T, where the rapid change of amplitude shifts them.

### A calculation at fixed density

To see whether the period survives broadening and a moving chemical potential, one can solve for $\mu$ at each field with $n$ held fixed, then average $r^2$ thermally. The form $r^2$ is the limit of large $\omega_c\tau$. At the lower fields used here it overstates the size of the oscillation, but this changes the fitted period by only about 0.1 %. It also leaves out the smooth change of $\sigma_{xx}$ with $\omega_c\tau$. In a raw trace that background rises with $1/B$ and shifts weak minima further towards small $1/B$, so it should be removed before they are read off. I did the calculation from 1.22 to 4.00 T for Gaussian levels. A Gaussian of standard deviation $s_0$ has first harmonic $e^{-2\pi^2s_0^2/\omega_c^2}$, and setting this equal to $R_D$ fixes $s_0^2=\omega_c/(2\pi\tau)$. Without spin or valley splitting, the minima are:

| Full levels $j$ | $j\,\Delta(1/B)$ (1/T) | Minimum found (1/T) |
|---|---|---|
| 3 | 0.2902 | 0.2900 |
| 4 | 0.3869 | 0.3865 |
| 5 | 0.4836 | 0.4830 |
| 6 | 0.5803 | 0.5795 |
| 7 | 0.6770 | 0.6761 |
| 8 | 0.7738 | 0.7727 |

A straight line through the minima gives 0.0965 per tesla, 0.2 % below the formula. Changing the mass to 0.30 at fixed mobility gives 0.0966. Restoring the mass and adding the spin and valley splittings above gives 0.0965. The mass and these small splittings therefore leave the period in place.

The minima lie slightly to the left because the oscillation decays as $x=1/B$ grows. Keep one harmonic, $S=1-A(x)\cos(kx)$ with $k=2\pi/\Delta(1/B)=65$ T. Setting $S'=0$ gives $\tan(kx)=A'/(kA)$. Near a full level the shift is therefore

$$\delta x\simeq\frac{1}{k^2}\frac{A'}{A},$$

which is negative for a decaying $A$. At $j=8$, disorder contributes $-\pi/(1.0\ \mathrm{T^{-1}})=-3.1$ T to $A'/A$, because $\omega_c\tau=1.0$ at 1 T. For the thermal part, $X=bx$ with $b=4.2$ T, and the derivative of $\ln(X/\sinh X)$ is $1/x-b\coth X=-2.9$ T. The sum, $-6.0$ T, gives $\delta x=-0.0014$ per tesla, against $-0.0011$ found. At $j=3$ the same estimate gives $-0.0011$, but the calculation gives only $-0.0001$. One harmonic at fixed $\mu$ is thus a fair guide at the low-field end and a poor one at the high-field end, mainly because it leaves out the motion of $\mu$.

### When the spins are resolved

Suppose the spin splitting is $\omega_c/2$. The spin factor is then $\cos(\pi/2)=0$, and the first harmonic disappears. The levels form an evenly spaced ladder with spacing $\omega_c/2$, each holding two valleys. The filling argument now applies with $g=2$, and the period is 0.0484 per tesla.

The fixed-density calculation confirms this for a cleaner, colder case: mobility $5\times10^4\ \mathrm{cm^2/Vs}$, 0.5 K, no valley splitting, and $1/B$ from 0.222 to 0.465 per tesla. It gives 0.0484 per tesla. So your number is right for that situation, but not for the unresolved levels of the exercise. With a resolved but smaller spin splitting the gaps alternate in size, and deep and shallow minima alternate too.

### How this compares with a real device

The mass, the mobility and the valley splitting are rough typical values for a good silicon (100) transistor at low temperature. At room temperature the mobility is far lower. I have also taken the lifetime that broadens the levels equal to the one in the mobility. This is reasonable for short-range scattering, and an error in it changes the amplitude, not the level counting.

The assumption of one occupied subband is sound at low temperature. For a depletion density of $10^{11}\ \mathrm{cm^{-2}}$, the mean field in the silicon is 0.093 MV/cm. A triangular well with this field puts the next subband of the same valleys 0.027 eV above the lowest, and the lowest subband of the other valleys 0.025 eV above it. Both gaps are about four times $E_F$. These values are too high, because the electrons screen the field and it weakens away from the surface. A self-consistent Hartree well, still without exchange, roughly halves both gaps, to about twice $E_F$. That is still enough to keep the higher subbands empty at 1.5 K. The oxide field is 0.51 MV/cm, well below a rough breakdown value of 10 MV/cm. For a 50 nm oxide, the semiclassical tunnelling probability is far below $10^{-100}$, so direct tunnelling does not drain the layer.

Two assumptions matter more for the number itself. The density inferred from the gate voltage may be off, and since the period goes as $1/n$, a density 5 % higher than assumed gives a period about 5 % shorter. And exchange can enlarge the spin splitting beyond the bare value used here. As the field rises and the spins separate, extra minima appear between the fourfold ones, and the spacing of neighbouring minima goes from 0.097 towards 0.048 per tesla. With the bare splitting, a mobility of $10^4\ \mathrm{cm^2/Vs}$ and 1.5 K, the model above shows no extra minimum at 4 or 7 T and a first one only above 20 T; a cleaner, colder sample brings it to lower field. If the valleys are resolved as well, the filling argument applies with $g=1$ and the spacing halves again, to 0.024 per tesla. For the exercise, use the low-field minima, before the extra ones appear.

The numerical output below lists the inputs and the main results.

## Computed results

```
Input density: 1.00e+12 cm^-2; degeneracy: 4
Input in-plane mass: 0.19 m_e; normal mass: 0.92 m_e
Input mobility: 10000 cm2/Vs
Input temperature: 1.5 K
Input valley splitting: 0.00015 eV; g: 2.0
Input depletion density: 1.0e+11 cm^-2
Input permittivities: Si 11.7, oxide 3.9
Input oxide: 50.0 nm, 3.1 eV, 0.4 m_e
e/h: 2.41799e+14 per (T m^2)
PERIOD: 0.09672 1/T = 22734.1 atomic units
Atomic unit of field: 2.35052e+05 T
Period if degeneracy were 2: 0.04836 1/T
Torus, 7 flux quanta, hopping ratio 1.0: 7, 7 states; spacing/theory 0.9860
Torus, 9 flux quanta, hopping ratio 1.0: 9, 9 states; spacing/theory 0.9821
Torus, 7 flux quanta, hopping ratio 2.0: 7, 7 states; spacing/theory 0.9852
Fermi wave number: 0.1772 1/nm
Fermi energy: 0.00630 eV; box count: 0.00630 eV
Period from counted Fermi energy: 0.09678 1/T
3 filled levels: 1/B predicted 0.2902, simulated 0.2900 1/T
4 filled levels: 1/B predicted 0.3869, simulated 0.3865 1/T
5 filled levels: 1/B predicted 0.4836, simulated 0.4830 1/T
6 filled levels: 1/B predicted 0.5803, simulated 0.5795 1/T
7 filled levels: 1/B predicted 0.6770, simulated 0.6761 1/T
8 filled levels: 1/B predicted 0.7738, simulated 0.7727 1/T
Simulated period: 0.09652 1/T
Same, mass 0.30 m_e: 0.09661 1/T
Same, with small splittings: 0.09651 1/T
Same, spin resolved: 0.04835 1/T
Simulated field window: 1.22 to 4.00 T
Cyclotron energy at 2.0 T: 0.001219 eV
Scattering time: 1.080 ps
omega_c tau at 2.0 T: 2.000 (no unit)
Disorder factor at 2.0 T: 0.2079 (no unit)
Thermal factor at 2.0 T: 1.5 K 0.5239, 4.2 K 0.0333
log10 of thermal factor at 2.0 T, 300 K: -178.9
Spin energy / cyclotron energy: 0.190 (no unit)
Spin factor: 0.8271; valley factor at 2.0 T: 0.9262
Highest valley beat node: 0.492 T
k_F times mean free path: 20.7 (no unit)
Mean field in silicon: 0.0928 MV/cm
Gap to next subband, same valleys: 0.0267 eV
Gap to lowest subband, other valleys: 0.0247 eV
Oxide field: 0.510 MV/cm; rough breakdown: 10 MV/cm
log10 of oxide tunnelling probability: -186
```
